# Density of States Gained by Coupling a Device to Leads, part 2

A device with $N$ orbitals and Hamiltonian $H_D$ is joined to leads. The quantity sought is $\Delta\rho$, the density of states of device and leads together, minus that of the isolated leads. Atomic units are used in the algebra, and densities are per spin and per valley.

The leads enter through their self-energy $\Sigma(z)$, with $z=E+i\eta$ and $\eta>0$. The retarded Green function of the device is $G=(E+i0-H_D-\Sigma)^{-1}$. The first half derived from a determinant

$$\boxed{\Delta\rho(E)=\frac1\pi\,\frac{d}{dE}\,\mathrm{Im}\ln\det G(E+i0)}$$

Also $\Delta\rho=d\Phi/dE$, where $\Phi$ counts the added states below $E$. The device part of $\Delta\rho$ is $-\pi^{-1}\,\mathrm{Im}\,\mathrm{Tr}\,G$, and the lead part is $\pi^{-1}\,\mathrm{Im}\,\mathrm{Tr}(G\,d\Sigma/dE)$.

The second half starts afresh from waves. Attach $C$ identical chain leads with level $E_0$ and hopping $-t$. They have $E=E_0-2t\cos k$, velocity $v=2t\sin k$ and end-site Green function $g=-e^{ik}/t$. In lead $\alpha$ the sites $n=1,2,\dots$ are counted away from the device. At a real energy inside the band, with $0<k<\pi$,

$$\psi_\alpha(n)=a_\alpha e^{-ikn}+b_\alpha e^{ikn},\qquad b=Sa.$$

Here $a$ multiplies incoming and $b$ outgoing waves, and $\psi_D$ is the wave on the device orbitals. An isolated lead has $\psi_\alpha(0)=0$, so $S=-1$. Counting standing waves in long closed leads gave, for unitary $S$ with eigenvalues $-e^{2i\delta_j}$ and smooth $\delta_j$,

$$\Delta\rho=\frac1\pi\sum_j\frac{d\delta_j}{dE}=\frac{1}{2\pi i}\,\frac{d}{dE}\ln\det S.$$

The unitarity of $S$ is still to be shown.

The computed results at the end include tests from the first half: a random four-orbital device joined by hoppings of 0.7 and 1.2 eV to two chains of hopping 1 eV, at $\eta=0.08$ eV; a three-orbital device with overlap and leads of six orbitals, at $z=0.3+0.2i$ eV; a uniform chain, with levels smoothed by a half-width of 0.05 eV; and a site at $-3$ eV between two half-infinite chains with $E_0=0$ and $t=1$ eV.

### From the scattering matrix to G

Let the column vector $w_\alpha$ hold the matrix elements between the device orbitals and site 1 of lead $\alpha$, and let $W$ be the $N\times C$ matrix of these columns. The equation at site 1 is

$$(E-E_0)\psi_\alpha(1)=-t\psi_\alpha(2)+w_\alpha^\dagger\psi_D.$$

The plane waves obey the same equation with $-t\psi_\alpha(0)$ in place of the last term, where $\psi_\alpha(0)=a_\alpha+b_\alpha$ is the extrapolated wave. Comparison gives

$$b_\alpha=-a_\alpha-\frac1t\,w_\alpha^\dagger\psi_D.$$

Insert this in the wave at site 1:

$$\psi_\alpha(1)=a_\alpha e^{-ik}+b_\alpha e^{ik}=-2i\sin k\,a_\alpha+g\,w_\alpha^\dagger\psi_D.$$

The device equation is $(E-H_D)\psi_D=\sum_\alpha w_\alpha\psi_\alpha(1)$. The term with $g$ forms $\Sigma=gWW^\dagger$, and moving it to the left gives $\psi_D=-2i\sin k\,GWa$. Substitution in the equation for $b$ yields

$$S=-1+i\gamma W^\dagger GW,\qquad \gamma=\frac{2\sin k}{t}.$$

Define $\Gamma=i(\Sigma-\Sigma^\dagger)$. Since $g-g^*=-2i\sin k/t$, we have $\Gamma=\gamma WW^\dagger$.

To prove unitarity, let $X=W^\dagger GW$. From

$$G-G^\dagger=G^\dagger\left[(G^\dagger)^{-1}-G^{-1}\right]G=G^\dagger(\Sigma-\Sigma^\dagger)G=-iG^\dagger\Gamma G$$

follows $X-X^\dagger=-i\gamma X^\dagger X$. Therefore

$$S^\dagger S=(-1-i\gamma X^\dagger)(-1+i\gamma X)=1-i\gamma(X-X^\dagger)+\gamma^2X^\dagger X=1.$$

For the determinant, use $\det(1-AB)=\det(1-BA)$. It follows from evaluating the determinant of the block matrix with unit diagonal blocks and off-diagonal blocks $A$ and $B$, eliminating either the first or the second block. With $A=i\gamma W^\dagger$ and $B=GW$,

$$\det S=(-1)^C\det(1-i\gamma W^\dagger GW)=(-1)^C\det(1-iG\Gamma)=(-1)^C\det G\,\det(G^{-1}-i\Gamma).$$

Because $-i\Gamma=\Sigma-\Sigma^\dagger$, the last matrix is $E-H_D-\Sigma^\dagger=(G^\dagger)^{-1}$. Hence

$$\det S=(-1)^C\,\frac{\det G}{(\det G)^*},\qquad \ln\det S=2i\,\mathrm{Im}\ln\det G+\text{const}.$$

Division by $2\pi i$ and differentiation reproduce the result of the first half wherever the phase of $\det G$ is smooth. A jump of that phase by $\pi$ leaves $\det S$ unchanged and is lost.

### What each derivation assumes

Both derivations need a fixed one-particle Hermitian Hamiltonian, the same leads before and after coupling, and long leads before sharp energy resolution. If coupling shifts the potential inside the leads, the reference changes, and the density from that shift must be added.

The determinant derivation assumes little else. The leads may be disordered or have many bands, provided $\Sigma(z)$ converges. For finite leads it is an identity at each complex $z$ off the real axis. It contains bound states and band edges, and it extends to overlapping orbitals.

The wave derivation, as given, assumes identical uniform leads with one channel each, an energy inside the band, and smooth phases. Bound states do not appear in it and must be added. This holds outside the band, and also inside it when a combination of device orbitals is decoupled from the leads. Two equal orbitals coupled equally to the leads are an example: their odd combination has $a=b=0$, adds one state, and leaves $S$ smooth. Nor does it see the band edges. For the uniform chain joined through one site, $w_\alpha=-t$ and $G=-i/(2t\sin k)$ give $\gamma W^\dagger GW=-i$ in every element, so $S$ has zeros on the diagonal and ones off it. Its determinant is $-1$ at all energies in the band, and $\Delta\rho=0$ there, but the two half states at the edges are missed.

In return, the wave derivation needs no orbitals inside the device: the outgoing phases suffice. The price is attention to their origin. If phases are measured from $n=s$ instead of $n=0$, then $a$ gains the factor $e^{-iks}$ and $b$ the factor $e^{iks}$, so $S$ gains $e^{2iks}$. The formula then changes by $Cs/(\pi v)$, the density of states of $Cs$ sites deep in a lead.

### A nanowire transistor

Consider an n-channel transistor in the regime of a thin silicon nanowire: channel length $L=10$ nm, square section 3 nm wide, 300 K. The wire runs along [100], with faces normal to the other two cube axes. The transport mass is then $0.19$ electron masses, with four valleys and two spins, hence 8 copies. Other directions differ: along [110] the lowest set has two valleys, and along [111] six valleys have a mass of about 0.43. The material parameters are rough typical values. The channel has 40 sites of spacing $a=0.25$ nm, with $t=1/(2ma^2)$ in atomic units, or 3.208 eV. Setting $E_0=2t$ puts the lead band edge at zero. The Fermi level is 0.05 eV above it and is held fixed. The gate is represented by a prescribed barrier $U_0\sin^2(\pi x/L)$, with $U_0=0.30$ eV off and $0.05$ eV on. The drain bias is zero.

Per copy, in $\mathrm{eV^{-1}}$:

| State, $E$ (eV) | Device | Leads | Total |
|---|---|---|---|
| off, 0.02 | 5.04 | 7.34 | 12.39 |
| off, 0.10 | 8.55 | −1.30 | 7.25 |
| on, 0.05 | 23.55 | −2.50 | 21.05 |
| on, 0.10 | 13.40 | −0.12 | 13.28 |

For both barriers at 0.02, 0.05, 0.10 and 0.35 eV, the total agreed with $\det S$ from direct wave matching to $6\times10^{-7}\ \mathrm{eV^{-1}}$.

In the off state at 0.02 eV the leads gain more than the device. Reflection is nearly total there, with transmission $2\times10^{-6}$, so the lead waves are $\sin(kn+\delta)$ with one common $\delta$. The density per lead site is $[1-\cos(2kn+2\delta)]/(\pi v)$, against $\delta=0$ for an isolated lead. With $\sum_{n\ge1}e^{2ikn}=ie^{ik}/(2\sin k)$ for $\mathrm{Im}\,k\to0^+$, the change in two leads is

$$\frac{2}{\pi v}\sum_{n\ge1}\left[\cos2kn-\cos(2kn+2\delta)\right]=\frac{1}{\pi v}\,\frac{\sin(2\delta+k)-\sin k}{\sin k}.$$

At 0.02 eV, $1-\cos k=E/2t=0.00312$, so $\sin k=0.0789$ and $v=0.506$ eV per site. The largest value the expression can take is $(1/0.0789-1)/(0.506\pi)=7.34\ \mathrm{eV^{-1}}$, which the table reaches because $2\delta+k$ happens to be close to $\pi/2$ at this energy ($2\delta=1.50$, against $3.66$ at 0.10 eV). An isolated lead has a node at its end. With the soft barrier the wave decays into the channel without a node near its edge; the node of the extrapolated lead wave $\sin(kn+\delta)$ lies about 2.5 nm inside at 0.02 eV, and the region depleted in the isolated lead is filled. Once $2\delta$ exceeds $\pi-2k$ the expression turns negative, as it has at 0.10 eV.

With the Fermi function $f$, the number of added electrons follows by partial integration:

$$\Delta N=\int f\,\frac{d\Phi}{dE}\,dE=\int\left(-\frac{df}{dE}\right)\Phi\,dE.$$

The boundary terms vanish because $\Phi\to0$ at low energy and $f\to0$ at high energy. Per copy, the off state gains 0.319 electrons on the device and 0.414 in the leads, together 0.733. The on state gains $1.0354+0.4061=1.4415$. Closed wires with 100 nm leads on each side gave the same numbers to $10^{-12}$ electrons.

The gate therefore switches $8\times(1.4415-0.7333)=5.67$ electrons, or 0.567 per nm (0.0567 per angstrom). The device part alone gives 5.73. The lead part is 56% of the total in the off state and 28% in the on state, but it nearly cancels in this difference.

Beside a real device, the source density of $1.3\times10^{20}\ \mathrm{cm^{-3}}$ is in the range of heavily doped silicon contacts. The zero drain bias is far from operation, where several tenths of a volt are usual. Ballistic motion is a doubtful assumption. A rough mobility of 200 cm²/Vs gives $v\tau=6.6$ nm at the Fermi level, a backscattering path $2v\tau$ of 13 nm, comparable with the channel length, and a level broadening of 0.03 eV, comparable with $k_BT$. Its effect on the electron count was not computed. A rough nonparabolic correction raises the mass to 0.25 and the switched number to 6.39, or 13% more, at the same Fermi level and barriers. At 400 K, with the original mass of 0.19 and the same Fermi level and barriers, the number is 5.62. With hard walls and parabolic bands, the second subband and the heavy-mass valleys would add 2.4% and 0.6% to the source density. These shares are sensitive to the confinement model. A finite oxide barrier (3.1 eV, mass 0.4) raises them to about 4% and 10%. Nonparabolic offsets on top of that give roughly 9% and 18%, and the heavy valleys then add of order 10% to the switched number. Halving the site spacing changes the switched number by less than 0.1% and the device parts by about as little. The lead parts and totals shift at first order in the spacing, because the node of an isolated lead lies half a spacing inside the channel. Halving it raises the lead electrons by 0.018 per copy in both states, the lead shares by about one point, and the lead column of the table by 0.14 to $0.31\ \mathrm{eV^{-1}}$, which changes the sign of the last entry.

Electrostatics is the other large omission. A 1 nm oxide around a round wire of the same area has a capacitance of 4.67 aF (about 4.9 aF for the square section), so the switched charge needs about 0.19 V across it on average. This is comparable with the 0.25 eV change of the barrier, and a self-consistent potential would alter the barrier shape. The associated field in the oxide, at the silicon surface, is 2.5 MV/cm for charge averaged along the channel; on the silicon side it is three times smaller. It is about 3.2 MV/cm where the switched density is largest. If the whole on-state charge of the channel is uncompensated, it is 3.6 MV/cm on average and about 5 MV/cm where that density is largest. These values ignore corner enhancement and lie below the roughly 10 MV/cm at which thin oxide breaks down. Gate leakage broadens the levels by roughly $10^{-6}$ to $10^{-5}$ eV, depending on the oxide mass and barrier, which is negligible beside $k_BT$. The channel field reaches 0.94 MV/cm, above the rough breakdown field of lightly doped bulk silicon, but the potential drop is 0.30 eV against a bulk gap of about 1.1 eV, which confinement in a 3 nm wire raises by roughly 0.3 to 0.4 eV. At zero drain bias the bands stay at least 0.8 eV short of the overlap needed for band-to-band tunnelling. Source-drain tunnelling is included in the model: 88% of the small-bias off conductance flows at energies below the barrier top. This share depends on mass and temperature: it is 81% for a mass of 0.25, and 70% at 400 K for a mass of 0.19. The remaining values are in the numerical output.

## Computed results

```
random device: largest error 5.8e-11 1/eV
random device of 4 orbitals: integrated change 3.9999 states
overlap basis: error 3.3e-10 1/eV
uniform chain, hopping 1 eV, band -2 to 2 eV, E = 0.3 eV:
  total change 0.000000 1/eV
  local density on joining site 0.1610 1/eV
  extra states counted below E (smoothed) 0.5012
bound state, site level -3 eV, hopping 1 eV:
  energy -3.6056 eV, device weight 0.8321
  phase jump / pi 0.9999
wire: length 10.0 nm = 100 angstrom
wire: width 3.0 nm, site spacing 0.25 nm
masses 0.19, 0.92 electron masses (rough)
hopping 3.2084 eV, spin-valley copies 8
Fermi level 0.050 eV above lead band edge
temperature 300 K, kT 0.02585 eV
barrier top: off 0.30 eV, on 0.05 eV
state, E (eV), device, lead, total (1/eV), transmission:
  off 0.02    5.0449    7.3412   12.3861 1.904e-06
  off 0.05    7.2522    1.3381    8.5903 1.325e-05
  off 0.10    8.5542   -1.3042    7.2500 1.580e-04
  off 0.35    9.7086   -0.3072    9.4014 8.891e-01
  on  0.02   22.3580    2.3118   24.6698 7.758e-02
  on  0.05   23.5476   -2.5003   21.0474 5.492e-01
  on  0.10   13.4033   -0.1247   13.2786 9.899e-01
  on  0.35    6.3228   -0.1525    6.1703 1.000e+00
largest error against wave matching 6.1e-07 1/eV
off: electrons per copy, device 0.3193, lead 0.4140, total 0.7333
on: electrons per copy, device 1.0354, lead 0.4061, total 1.4415
largest error against closed wires 1.0e-12 electrons
switched, all copies: total 5.6653 electrons
switched, all copies: device part 5.7286 electrons
switched per length 0.5665 1/nm = 0.05665 1/angstrom
thermal transmission: on 0.5167, off 3.726e-04
off conductance from below barrier top 87.8 %
source density 1.164 1/nm = 1.29e+20 1/cm3
second subband: offset 0.136 eV, density ratio 2.42 %
heavy-mass valleys: offset 0.174 eV, density ratio 0.62 %
nonparabolicity 0.5 1/eV (rough): mass 0.250, switched 6.391
at 400 K, same Fermi level: switched 5.624 electrons
at half site spacing: switched 5.6638 electrons
mobility 200 cm2/Vs (rough): broadening 0.0305 eV, free path 6.6 nm
oxide 1.0 nm, relative permittivity 3.9: capacitance 4.67 aF
oxide voltage for switched charge 0.194 V, peak field 2.47 MV/cm
oxide mass 0.4, barrier 3.1 eV (rough): leak width 1.6e-06 eV
largest channel field, off 0.94 MV/cm
gap 1.1 eV (rough): margin to band overlap 0.80 eV
```
